# Wick's theorem in exponential form and the linear source

A classical source \(J(x)\), a real function that is switched on for a while and then off, couples linearly to a quantum field that is initially in its vacuum. How likely is it that no quantum is emitted, and what is the distribution of the number emitted? In the interaction picture, with \(\hbar=c=1\) and \(H_I(t)=-\int d^3x\,J\phi\), the answer lies in

\[
S=T\exp\Big(-i\int dt\,H_I\Big)=T\exp\Big(i\int d^4x\,J(x)\phi(x)\Big). \tag{1}
\]

Time ordering \(T\) puts later operators to the left. Matrix elements are easy to read in a different order, with creation operators to the left of annihilation operators. The question is how to pass from one order to the other.

## The statement

The field is free, real and scalar, with mass \(m\), metric \((+,-,-,-)\) and \(E=\sqrt{\mathbf p^2+m^2}\). Write \(d\mu=d^3p/[(2\pi)^3 2E]\) and

\[
\phi=\phi^++\phi^-,\qquad \phi^+(x)=\int d\mu\,a_p e^{-ipx},\qquad \phi^-=(\phi^+)^\dagger,
\]

with \([a_p,a_q^\dagger]=(2\pi)^3 2E\,\delta^3(\mathbf p-\mathbf q)\). The parts \(\phi^+\) commute among themselves, as do the parts \(\phi^-\), and the mixed commutator is a number:

\[
W(x,y)=[\phi^+(x),\phi^-(y)]=\int d\mu\,e^{-ip(x-y)}. \tag{2}
\]

The propagator \(D(x,y)=\langle0|T\phi(x)\phi(y)|0\rangle\) is \(W\) with the later point as first argument. It is symmetric. At equal times the fields commute, so \(W(x,y)=W(y,x)\) and there is no ambiguity.

Let \(F[f]\) be a polynomial functional of an ordinary commuting function \(f\), with smooth, localized kernels. \(TF[\phi]\) means: replace each \(f\) by \(\phi\) and order by time. \(:\!F\!:\) means: replace each \(f\) by \(\phi^++\phi^-\) and put every \(\phi^-\) to the left. Both are linear maps from functionals to operators, and all differentiation is done on the functional before the replacement. The theorem is

\[
TF[\phi]=\,:\!e^{\Delta}F\!:\,,\qquad
\Delta=\frac12\iint D(x,y)\frac{\delta^2}{\delta f(x)\,\delta f(y)}. \tag{3}
\]

## First derivation: add the latest field

**Moving one field.** Take \(G=f(y_1)\cdots f(y_k)\). Its normal product is a sum over subsets \(A\) of the points, those that carry a creation part:

\[
:\!G\!:\,=\sum_A\prod_{i\in A}\phi^-(y_i)\prod_{i\notin A}\phi^+(y_i).
\]

Multiply by \(\phi(x)\) from the left. The part \(\phi^-(x)\) already stands correctly. The part \(\phi^+(x)\) must pass the creation parts, and each passage leaves a number:

\[
\phi^+(x)\prod_{i\in A}\phi^-(y_i)=\prod_{i\in A}\phi^-(y_i)\,\phi^+(x)+\sum_{j\in A}W(x,y_j)\prod_{i\in A,\,i\ne j}\phi^-(y_i).
\]

For fixed \(j\), the subsets containing \(j\), with \(j\) removed, run once through all subsets of the other points. They rebuild the normal product without \(f(y_j)\), so

\[
\phi(x):\!G\!:\,=\,:\!f(x)G\!:+\int d^4y\,W(x,y):\!\frac{\delta G}{\delta f(y)}\!:. \tag{4}
\]

By linearity this holds for every polynomial \(G\).

**Moving the exponential.** The product rule gives

\[
\frac{\delta^2[f(x)G]}{\delta f(y)\delta f(z)}=f(x)\frac{\delta^2G}{\delta f(y)\delta f(z)}+\delta^4(x-y)\frac{\delta G}{\delta f(z)}+\delta^4(x-z)\frac{\delta G}{\delta f(y)}.
\]

Multiply by \(\frac12D(y,z)\) and integrate. Since \(D\) is symmetric, the last two terms are equal and their sum cancels the factor \(\frac12\):

\[
[\Delta,f(x)]=K_x,\qquad K_x=\int d^4y\,D(x,y)\frac{\delta}{\delta f(y)}.
\]

\(K_x\) contains only derivatives and a fixed function, so it commutes with \(\Delta\). Then \(\Delta^nf(x)=f(x)\Delta^n+nK_x\Delta^{n-1}\): this is true for \(n=1\), and one more \(\Delta\) from the left gives \(f(x)\Delta^{n+1}+K_x\Delta^n+nK_x\Delta^n\), the same form with \(n+1\). Dividing by \(n!\) and summing,

\[
e^\Delta f(x)=\big(f(x)+K_x\big)e^\Delta. \tag{5}
\]

On a polynomial the sum terminates, so convergence is not at issue.

**Induction.** For no field, (3) reads \(1=1\). Suppose it holds for \(n-1\) fields. Label \(n\) points so that \(x_1\) has the latest time, and set \(G=f(x_2)\cdots f(x_n)\). Then

\[
T\phi(x_1)\cdots\phi(x_n)=\phi(x_1)\,TG[\phi]=\phi(x_1):\!e^\Delta G\!:.
\]

Apply (4) to the functional \(e^\Delta G\). It depends on \(f\) only at \(x_2,\dots,x_n\), so \(W(x_1,y)\) is needed only at those points. None of them is later than \(x_1\), so there \(W(x_1,y)=D(x_1,y)\). Hence

\[
\phi(x_1):\!e^\Delta G\!:\,=\,:\!\big(f(x_1)+K_{x_1}\big)e^\Delta G\!:\,=\,:\!e^\Delta f(x_1)G\!:,
\]

where the last step is (5). This is (3) for \(n\) fields. Integrating with the kernels of \(F\) gives the general polynomial. The spatial part of the integration turns each field into a proper operator at fixed time and \(W\) into a continuous function of the two times, so coincident times have zero measure.

Expanding \(e^\Delta\) gives the sum over pairings. If all fields and all \(D\) are represented by a single variable and by 1, then \(\Delta f^4=\frac12\cdot12f^2=6f^2\) and \(\frac12\Delta^2f^4=\frac12\cdot6=3\): one term without contraction, six with one, three with two.

**The source.** Put \(\mathcal E=e^{i\int Jf}\). Each derivative brings down \(iJ\), so

\[
\Delta\mathcal E=\tfrac12\iint D(x,y)\,iJ(x)\,iJ(y)\,\mathcal E=-\tfrac12(JDJ)\,\mathcal E,\qquad JDJ=\iint J(x)D(x,y)J(y).
\]

\(\mathcal E\) is an eigenfunctional of \(\Delta\), and therefore

\[
S=e^{-\frac12JDJ}:\!e^{i\int J\phi}\!:. \tag{6}
\]

\(\mathcal E\) is a power series, not a polynomial, so convergence needs a word. At time \(t\), let \(c(t)\) be the norm of the one-quantum state that \(\int d^3x\,J\phi\) makes from the vacuum. Acting on a state with at most \(M\) quanta, this operator increases the norm by at most the factor \(2c(t)\sqrt{M+1}\). The \(n\)th term of (1) is then bounded by \((2\int c\,dt)^n\sqrt{(M+n)!/M!}\,/n!\) times the initial norm. The same bound holds for the normal-ordered terms. Both series converge absolutely on states of finite particle number, and (3) may be applied term by term.

## Second derivation: solve the source first

Now (3) is not assumed. Let \(U(t)\) be the operator (1) with the source cut off after time \(t\), and split the coupling at time \(t\) as

\[
\int d^3x\,J\phi=b(t)+b^\dagger(t),\qquad b(t)=\int d^3x\,J(t,\mathbf x)\phi^+(t,\mathbf x).
\]

Time ordering means that the newest factor is added on the left:

\[
\frac{dU}{dt}=i\,(b+b^\dagger)\,U,\qquad U(-\infty)=1. \tag{7}
\]

Try a normal-ordered solution with an unknown numerical factor,

\[
U=C(t)\,e^{i\beta^\dagger(t)}e^{i\beta(t)},\qquad \beta(t)=\int_{-\infty}^t ds\,b(s).
\]

The operators \(b^\dagger\) at different times commute with one another, and so do the \(b\), so each exponential differentiates like an ordinary one:

\[
\frac{dU}{dt}=\frac{\dot C}{C}U+ib^\dagger U+C\,e^{i\beta^\dagger}\,ib\,e^{i\beta}.
\]

In the last term \(b\) must be moved to the left. When \([b,X]\) is a number, \(e^Xb=(b-[b,X])e^X\). Here \(X=i\beta^\dagger\) and \([b,X]=iw\), with

\[
w(t)=\int_{-\infty}^t ds\,[b(t),b^\dagger(s)].
\]

The last term becomes \(i(b-iw)U=(ib+w)U\). Equation (7) is satisfied if \(\dot C/C=-w\). With \(C(-\infty)=1\),

\[
C(\infty)=\exp\Big(-\iint_{x^0>y^0}J(x)W(x,y)J(y)\Big)=e^{-\frac12JDJ}.
\]

In the last step \(W=D\) because \(x\) is later, and the region \(x^0>y^0\) gives half of the symmetric double integral. This is the origin of the factor \(\frac12\) in this derivation.

The solution is unique order by order. Replace \(J\) by \(\lambda J\) and expand \(U=\sum\lambda^nU_n\). Equation (7) then gives \(\dot U_n=i(b+b^\dagger)U_{n-1}\) with \(U_n(-\infty)=0\) for \(n\ge1\), which fixes \(U_n\) from \(U_{n-1}\). Equation (6) is thus established again.

To recover the theorem, note that \(\Delta\mathcal E=-\frac12(JDJ)\mathcal E\) is plain differentiation, so (6) says \(T\mathcal E[\phi]=\,:\!e^\Delta\mathcal E\!:\). Choose \(J=\lambda_1h_1+\cdots+\lambda_nh_n\) with smooth functions \(h_i\), and write \(f(h)=\int hf\). In \(\mathcal E\), the product \(\lambda_1\cdots\lambda_n\) arises only from the \(n\)th power,

\[
\frac{1}{n!}\Big(i\sum_i\lambda_if(h_i)\Big)^n\;\longrightarrow\; i^n\,\lambda_1\cdots\lambda_n\,f(h_1)\cdots f(h_n),
\]

since the \(n!\) orderings cancel the denominator. \(T\), \(\Delta\) and normal ordering do not act on the \(\lambda_i\), so the coefficients on the two sides can be equated:

\[
T\phi(h_1)\cdots\phi(h_n)=\,:\!e^\Delta f(h_1)\cdots f(h_n)\!:.
\]

Sums and limits of such products give the polynomials with smooth kernels, which is (3).

## What each derivation assumes

Both rest on one algebraic fact: \([\phi^+,\phi^-]\) is a number, while like parts commute. If the commutator were an operator, as for a self-interacting field in the Heisenberg picture, (4) would leave an operator inside the product and \(b\) could not be carried through \(e^{i\beta^\dagger}\) with a numerical remainder. Neither derivation uses the field equation or Lorentz invariance, so both hold for a field on a spatial lattice.

The first derivation needs a latest point and finite algebra. It has no differential equation and no infinite series; convergence enters when the theorem is applied to \(\mathcal E\). The second needs a source spread over time, without instantaneous kicks, so that (7) makes sense, and an expansion in its strength. Its route to (3) compares coefficients only, so it does not need the sum of the series either. The first explains the sum over pairings directly; the second obtains \(S\) without knowing any product of fields.

On a lattice with two sites the operators are explicit matrices. For a polynomial with repeated fields, the two sides of (3) agree to \(2\times10^{-15}\) on states with up to two quanta. Reversing the operator order gives a largest discrepancy of 4.9, and omitting the \(\frac12\) gives 4.4.

Both derivations fail in the continuum for local powers such as \(\phi^4(x)\), because \(D(x,x)\) diverges. This particular divergence is removed by using factors that are already normal ordered. With a cutoff in place, give each factor \(A_a\) its own copy of \(f\), and let \(\Delta_a\) contain the contractions inside it. By (3), the normal-ordered factor is the ordinary operator polynomial made from \(e^{-\Delta_a}A_a\). In the time-ordered product, \(e^\Delta=e^{\Delta_{\rm between}}\prod_ae^{\Delta_a}\), and the inner exponentials cancel. What remains is (3) with contractions between different factors only, and \(D(x,x)\) no longer appears. Powers such as \(D(x,y)^2\) do remain. In four spacetime dimensions the integral of \(D^2\) through \(x=y\) still diverges logarithmically when the cutoff is removed, and normal ordering does not cure that; it requires renormalization.

## What the source emits

Let \(\tilde J(p)=\int d^4x\,e^{ipx}J(x)\). Exchanging the arguments of \(W\) conjugates it, so \(\mathrm{Re}\,D=\mathrm{Re}\,W\), while \(\mathrm{Im}\,W\) is antisymmetric and drops out of a double integral with \(J(x)J(y)\). Hence

\[
\mathrm{Re}\,JDJ=\iint J(x)W(x,y)J(y)=\int d\mu\,|\tilde J(p)|^2\equiv N. \tag{8}
\]

For the imaginary part, define \(g=i[\phi(x),\phi(y)]=-2\,\mathrm{Im}\,W(x,y)\). At equal times \(g=0\) and \(\partial_{x^0}g=\delta^3(\mathbf x-\mathbf y)\). With the step function \(\Theta\), the product \(G_{\rm ret}=\Theta(x^0-y^0)\,g\) therefore obeys \((\Box+m^2)G_{\rm ret}=\delta^4(x-y)\), and \(\phi_{\rm ret}=\int G_{\rm ret}J\) is the retarded classical field. The two time orders contribute equally to \(\mathrm{Im}\,JDJ=2\iint_{x^0>y^0}J\,\mathrm{Im}W\,J=-\int J\phi_{\rm ret}\). Thus

\[
\langle0|S|0\rangle=e^{-N/2+i\theta},\qquad \theta=\frac12\int d^4x\,J\phi_{\rm ret}. \tag{9}
\]

On the vacuum the annihilation part of (6) gives 1, so

\[
S|0\rangle=e^{-N/2+i\theta}e^{iA^\dagger}|0\rangle,\qquad A^\dagger=\int d\mu\,\tilde J(p)a_p^\dagger,\qquad[A,A^\dagger]=N.
\]

Since \(\|(A^\dagger)^n|0\rangle\|^2=n!\,N^n\), the term with \(n\) quanta has probability \(e^{-N}(n!N^n)/(n!)^2\), that is

\[
P_n=e^{-N}\frac{N^n}{n!}.
\]

This is a Poisson distribution with mean \(N\), and it sums to 1, as unitarity requires. Also \(a_pS|0\rangle=i\tilde J(p)S|0\rangle\), so the mean energy is \(\int d\mu\,E|\tilde J|^2\). After the pulse \(\phi_{\rm ret}\) is a free wave with amplitudes \(i\tilde J(p)\), and its classical energy is the same integral.

Without time ordering, \(e^{X+Y}=e^Xe^Ye^{-[X,Y]/2}\) with \(X=iA^\dagger\), \(Y=iA\) and \([X,Y]=N\) gives \(e^{i\int J\phi}=e^{-N/2}:\!e^{i\int J\phi}\!:\). For a linear source, time ordering therefore adds the phase \(e^{i\theta}\) and nothing else. Direct integration of the Schrödinger equation for a lattice source gives the vacuum amplitude \(0.7677+0.2531i\), in agreement with (6).

## A Gaussian pulse

Take, in units with \(m=1\),

\[
J=\frac{g_0}{(2\pi)^{3/2}R^3}\,e^{-r^2/2R^2}e^{-t^2/2\tau^2},\qquad g_0=6,\quad R=\tau=0.5 .
\]

The spatial transform is \(\tilde\rho=g_0e^{-R^2p^2/2}\), and the time integral adds \(\sqrt{2\pi}\,\tau e^{-E^2\tau^2/2}\). With \(d\mu\to p^2dp/(4\pi^2E)\),

\[
N=\frac{g_0^2\tau^2}{2\pi}\int_0^\infty dp\,\frac{p^2}{E}\,e^{-R^2p^2-\tau^2E^2}=0.790 .
\]

The vacuum survives with probability \(P_0=e^{-0.790}=0.454\). One quantum appears with \(P_1=0.790\times0.454=0.359\), which leaves \(1-0.4539-0.3585=0.188\) for two or more. The mean energy is \(1.398\,m\), or \(1.398/0.790=1.77\,m\) per quantum, so the typical quantum is neither at rest nor highly relativistic. The phase is \(\theta=0.623\) rad. A finite-difference solution of the classical radial field equation gives \(N\), the energy and \(\theta\) independently; the relative differences are below \(10^{-4}\), as the numerical output shows.

For the dependence on \(\tau\), integrate the time profile at fixed delay \(u\), which gives \(\sqrt\pi\,\tau e^{-u^2/4\tau^2}\). Then

\[
\theta=\sqrt\pi\,\tau\int d\mu\,|\tilde\rho|^2\int_0^\infty du\,\sin(Eu)\,e^{-u^2/4\tau^2}.
\]

For a slow pulse, \(m\tau\gg1\), integration by parts gives \(1/E\) for the inner integral, with a leading relative correction \(1/(2E^2\tau^2)\). Hence

\[
\theta\approx\sqrt\pi\,\tau\,\varepsilon,\qquad \varepsilon=\frac12\int\frac{d^3p}{(2\pi)^3}\frac{|\tilde\rho|^2}{E^2}.
\]

Minimizing the classical static energy \(\int d^3x\,[\frac12(\nabla\phi)^2+\frac12m^2\phi^2-\rho\phi]\) gives \(-\varepsilon\). The phase is therefore minus the time integral of the static energy, weighted with the squared pulse profile, whose integral is \(\sqrt\pi\,\tau\). For \(\tau=4\), \(\varepsilon=0.7344\,m\) gives \(\theta\approx1.7725\times4\times0.7344=5.21\) rad, against 5.27 rad from the full integral, a difference of about 1%. Meanwhile \(N\), whose integrand carries the factor \(e^{-\tau^2E^2}\le e^{-m^2\tau^2}=e^{-16}\), has fallen to \(6.7\times10^{-8}\). The slow source shifts the vacuum energy and radiates almost nothing.

A point source, \(R\to0\), separates the two quantities. \(N\) stays finite, because \(e^{-\tau^2E^2}\) still cuts off its integral. In \(\theta\) the inner integral falls only as \(1/E\), so the momentum integral grows like \(\int dp\,p^2/E^2\) and diverges linearly. The emission probabilities survive this limit; the vacuum phase does not, unless the self-energy of the source is subtracted.

## Numbers as computed

```
LATTICE FIELD, two sites, unit = first mode frequency
mode frequencies: [1.  1.5] (dimensionless)
sites of points 1-4: [0 1 0 1] (dimensionless)
times of points 1-4: [-0.4  1.3  0.6 -1.1] (1/frequency)
theorem, largest matrix deviation: 2.0e-15 (dimensionless)
same with reversed operator order: 4.903 (dimensionless)
same without the factor 1/2: 4.445 (dimensionless)
moving a field into normal product, deviation: 4.5e-16 (dimensionless)
intertwining relation, deviation: 1.2e-16 (dimensionless)
normal-ordered factors, deviation: 5.6e-16 (dimensionless)
terms with 0, 1, 2 contractions of four fields: [1, 6, 3] (dimensionless)
vacuum value of T(four fields), matrices: -0.086144+0.075285j (1/frequency^2)
same, three pairings: -0.086144+0.075285j (1/frequency^2)
LATTICE SOURCE
source amplitudes: [ 0.9 -0.5] (frequency^(3/2))
source centres: [-0.3  0.3] (1/frequency)
source width: 0.7 (1/frequency)
J D J: 0.425489-0.636984j (dimensionless)
mean number N: 0.425489 (dimensionless)
phase theta: 0.318492 rad
vacuum amplitude, Schroedinger: 0.767709+0.253126j (dimensionless)
vacuum amplitude, formula: 0.767709+0.253126j (dimensionless)
S on two states, largest deviation: 1.0e-10 (dimensionless)
plain exponential times phase, deviation: 3.9e-11 (dimensionless)
P0..P4, Schroedinger: ['0.65345', '0.27804', '0.05915', '0.00839', '0.00089'] (dimensionless)
GAUSSIAN SOURCE IN 3D, unit = field mass m
coupling g: 6.0 (dimensionless)
radius R: 0.5 1/m
duration tau: 0.5 1/m
mean number N, formula: 0.78979 (dimensionless)
mean number N, classical field: 0.78982 (dimensionless)
mean energy, formula: 1.39813 m
radiated energy, classical field: 1.39818 m
mean energy per quantum: 1.7703 m
phase theta, formula: 0.62297 rad
phase theta, classical field: 0.62299 rad
vacuum amplitude: 0.54718+0.39310j (dimensionless)
P0..P4: ['0.45394', '0.35852', '0.14158', '0.03727', '0.00736'] (dimensionless)
slow pulse duration: 4.0 1/m
slow pulse N: 6.69e-08 (dimensionless)
slow pulse theta: 5.2664 rad
static self-energy magnitude: 0.73437 m
static estimate of slow theta: 5.2066 rad
```
